\section*{The j-averaged and spin–orbit parts of a relativistic pseudopotential}

\section{What fails without the decomposition}

A pseudopotential generated from the Dirac equation comes with two radial functions for every $l>0$, one for $j=l+\tfrac12$ and one for $j=l-\tfrac12$. A code whose basis is labelled by $l$, $m_l$ and spin has no label $j$ to attach them to. It needs one function per $l$ when spin--orbit coupling is off, and a second function multiplying $\mathbf L\cdot\mathbf S$ when it is on. Two natural guesses fail. The plain mean of the two functions still contains part of the spin--orbit term, and for the $6p$ shell of Pb treated below its level lies $0.0087$~Ha under that of the correct average potential. The Pauli term $(\alpha^2/2r)\,d\bar V/dr$ built from the smooth average potential gives, for the same shell, a coupling more than four orders of magnitude too small. The correct pair is
\begin{equation}
\bar V_l=\frac{(l+1)V_++l\,V_-}{2l+1},\qquad W_l=\frac{2\,(V_+-V_-)}{2l+1},\qquad V_\pm\equiv V_{l,\,l\pm1/2}(r).
\label{eq:result}
\end{equation}
Hartree atomic units are used, $\mathbf L$ and $\mathbf S=\boldsymbol\sigma/2$ are in units of $\hbar$, $c=1/\alpha$, and the $Y_{lm}$ carry Condon--Shortley phases. The potential is semilocal,
\begin{equation}
V=\sum_{l}\left[V_+(r)\,P_{l+}+V_-(r)\,P_{l-}\right],
\label{eq:def}
\end{equation}
where $P_{l\pm}$ projects on the angular and spin states with orbital momentum $l$ and $j=l\pm\tfrac12$, and $P_l=P_{l+}+P_{l-}$ projects on the whole shell of dimension $2(2l+1)$.

\section{The projectors}

Write $X=\boldsymbol\sigma\cdot\mathbf L=2\,\mathbf L\cdot\mathbf S$. It commutes with $\mathbf L^2$, because each $L_i$ does, so it maps a shell into itself. The Pauli product is $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, and the commutator $[L_x,L_y]=iL_z$ with its cyclic copies says $\mathbf L\times\mathbf L=i\mathbf L$. Since $\boldsymbol\sigma$ and $\mathbf L$ commute,
\begin{equation}
X^2=\sigma_i\sigma_jL_iL_j=\mathbf L^2+i\,\boldsymbol\sigma\cdot(\mathbf L\times\mathbf L)=\mathbf L^2-X .
\label{eq:X2}
\end{equation}
Inside shell $l$ this is $X^2+X-l(l+1)=0$, which factors as
\begin{equation}
(X-l)(X+l+1)=0 .
\label{eq:min}
\end{equation}
The eigenvalues $x$ of $X$ are therefore $l$ or $-(l+1)$. Their $j$ follows from $\mathbf J^2=(\mathbf L+\mathbf S)^2=\mathbf L^2+X+\tfrac34$:
\begin{align}
x=l:&\quad l^2+2l+\tfrac34=(l+\tfrac12)(l+\tfrac32),& j&=l+\tfrac12,\\
x=-(l+1):&\quad l^2-\tfrac14=(l-\tfrac12)(l+\tfrac12),& j&=l-\tfrac12 .
\end{align}
$X$ is Hermitian, so its eigenvectors span the shell. An operator linear in $X$ that equals $1$ on one eigenvalue and $0$ on the other is then the projector on the first eigenspace. The two eigenvalues differ by $2l+1$, which gives
\begin{equation}
P_{l+}=P_l\,\frac{l+1+X}{2l+1},\qquad P_{l-}=P_l\,\frac{l-X}{2l+1}.
\label{eq:proj}
\end{equation}
The factor $P_l$ is part of the statement: on a shell $l'\neq l$ the first fraction takes the value $(l+1+l')/(2l+1)$ for $j=l'+\tfrac12$, which is not zero. The sum of the two fractions is $1$, their product vanishes by Eq.~(\ref{eq:min}), and $P_{l+}^2=P_{l+}(P_l-P_{l-})=P_{l+}$, with the same argument for $P_{l-}$. The trace over the shell factorises, $\mathrm{Tr}\,X=\sum_i\mathrm{Tr}\,\sigma_i\,\mathrm{Tr}\,L_i=0$, so
\begin{equation}
\mathrm{Tr}\,P_{l+}=\frac{(l+1)\,2(2l+1)}{2l+1}=2l+2,\qquad \mathrm{Tr}\,P_{l-}=2l ,
\end{equation}
which equal $2j+1$. For $l=0$, $X=0$, $P_{0-}=0$ and $P_{0+}=P_0$.

\section{Spinor harmonics}

With $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$ and $L_\pm=L_x\pm iL_y$, multiplying out gives $\sigma_+L_-+\sigma_-L_+=\sigma_xL_x+\sigma_yL_y$, hence $X=\sigma_zL_z+\sigma_+L_-+\sigma_-L_+$. Fix the half-integer eigenvalue $m$ of $J_z$ and set $\mu=m-\tfrac12$. Using $\sigma_+{\uparrow}=0$, $\sigma_-{\uparrow}={\downarrow}$ and $L_+Y_{l\mu}=\sqrt{(l-\mu)(l+\mu+1)}\,Y_{l,\mu+1}$,
\begin{equation}
X\,Y_{l\mu}{\uparrow}=\mu\,Y_{l\mu}{\uparrow}+\sqrt{(l-\mu)(l+\mu+1)}\;Y_{l,\mu+1}{\downarrow}.
\end{equation}
Define $a_\pm=\sqrt{(l\pm m+\tfrac12)/(2l+1)}$. Then $l+\mu+1=(2l+1)a_+^2$, $l-\mu=(2l+1)a_-^2$ and $a_+^2+a_-^2=1$. Applying Eq.~(\ref{eq:proj}),
\begin{align}
P_{l+}Y_{l\mu}{\uparrow}&=a_+^2\,Y_{l\mu}{\uparrow}+a_+a_-Y_{l,\mu+1}{\downarrow}=a_+\,\Omega_{l,l+1/2,m},\\
P_{l-}Y_{l\mu}{\uparrow}&=a_-^2\,Y_{l\mu}{\uparrow}-a_+a_-Y_{l,\mu+1}{\downarrow}=-a_-\,\Omega_{l,l-1/2,m},
\end{align}
with the normalised spinor harmonics
\begin{equation}
\Omega_{l,l+1/2,m}=\begin{pmatrix}a_+Y_{l,m-1/2}\\ a_-Y_{l,m+1/2}\end{pmatrix},\qquad
\Omega_{l,l-1/2,m}=\begin{pmatrix}-a_-Y_{l,m-1/2}\\ a_+Y_{l,m+1/2}\end{pmatrix}.
\label{eq:omega}
\end{equation}
The overall sign of the second spinor is the Clebsch--Gordan convention for the coupling order $(l,\tfrac12)$, and it cancels in a projector. At $m=l+\tfrac12$, $a_-=0$ and only $Y_{ll}{\uparrow}$ remains. At $m=-l-\tfrac12$ the starting state does not exist, but Eq.~(\ref{eq:omega}) gives $Y_{l,-l}{\downarrow}$, on which $\sigma_zL_z=l$ and the two ladder terms vanish, so $x=l$ as required. The count is $2l+2$ spinors of the first kind and $2l$ of the second, equal to the traces above, so $P_{l\pm}=\sum_m|\Omega_{l,l\pm1/2,m}\rangle\langle\Omega_{l,l\pm1/2,m}|$.

For $|m|\le l-\tfrac12$ the matrix to be coded is the block of $\mathbf L\cdot\mathbf S$ in the pair $(Y_{l,m-1/2}{\uparrow},\,Y_{l,m+1/2}{\downarrow})$. The diagonal comes from $\sigma_zL_z/2$, the off-diagonal from $(l-\mu)(l+\mu+1)=(l+\tfrac12)^2-m^2$ and hermiticity:
\begin{equation}
\mathbf L\cdot\mathbf S=\frac12\begin{pmatrix}m-\tfrac12&s\\ s&-m-\tfrac12\end{pmatrix},\qquad s=\sqrt{(l+\tfrac12)^2-m^2}.
\end{equation}

\section{The decomposition}

Insert Eq.~(\ref{eq:proj}) into one shell of Eq.~(\ref{eq:def}) and collect the terms in $1$ and in $X$:
\begin{align}
V_+P_{l+}+V_-P_{l-}&=P_l\left[\frac{(l+1)V_++lV_-}{2l+1}+\frac{V_+-V_-}{2l+1}\,X\right]\nonumber\\
&=P_l\left[\bar V_l+W_l\,\mathbf L\cdot\mathbf S\right].
\label{eq:main}
\end{align}
The factor $2$ in $W_l$ comes from $X=2\,\mathbf L\cdot\mathbf S$; a code that multiplies $\boldsymbol\sigma\cdot\mathbf L$ must use $W_l/2$. No approximation has been made. The eigenvalues of $\mathbf L\cdot\mathbf S$ are $x/2$, which gives the inverse relation
\begin{equation}
V_\pm=\bar V_l+\lambda_\pm W_l,\qquad \lambda_+=\frac l2,\qquad \lambda_-=-\frac{l+1}2 .
\label{eq:inv}
\end{equation}
For $l=0$ there is no $V_-$, $\bar V_0=V_+$, and $W_0$ multiplies the zero operator, so it is left undefined. A function $U(r)$ subtracted from both $V_+$ and $V_-$ shifts $\bar V_l$ by $-U$, since the weights add to one, and cancels in $W_l$. Removing a local part, or unscreening with the same Hartree and exchange-correlation potential in both channels, therefore leaves $W_l$ unchanged.

The weights $(2l+2):2l$ are the degeneracies, and $\bar V_l$ has a meaning that does not refer to $j$. The trace over spin alone removes $\mathbf L\cdot\mathbf S$ because $\mathrm{Tr}\,\sigma_i=0$, so $\tfrac12\mathrm{Tr}_{\rm spin}V=\sum_l\bar V_lP_l^{\rm orb}$, with $P_l^{\rm orb}$ the orbital projector. Dividing Eq.~(\ref{eq:X2}) by four,
\begin{equation}
(\mathbf L\cdot\mathbf S)^2=\tfrac14\,l(l+1)-\tfrac12\,\mathbf L\cdot\mathbf S ,
\label{eq:rec}
\end{equation}
whose trace over the shell is $\tfrac12 l(l+1)(2l+1)$. Multiplying Eq.~(\ref{eq:main}) by $\mathbf L\cdot\mathbf S$ and tracing gives $W_l=\mathrm{Tr}(V\,\mathbf L\cdot\mathbf S)/\mathrm{Tr}(\mathbf L\cdot\mathbf S)^2$ for $l>0$. For any Hermitian orbital matrix $A$ in the shell, put $B=\bar V_l-A$. The cross term $\mathrm{Tr}[(B\otimes1)\mathbf L\cdot\mathbf S]=\sum_i\mathrm{Tr}(BL_i)\mathrm{Tr}S_i$ vanishes, so at each $r$
\begin{equation}
\mathrm{Tr}\,(V-A\otimes1)^2=2\,\mathrm{Tr}B^2+\tfrac12\,l(l+1)(2l+1)\,W_l^2 ,
\end{equation}
which is smallest at $A=\bar V_l$. The average is the spin-free operator nearest to $V$ in this norm. The plain mean is a different function: by Eq.~(\ref{eq:inv}),
\begin{equation}
\tfrac12(V_++V_-)=\bar V_l+\tfrac12(\lambda_++\lambda_-)W_l=\bar V_l-\tfrac14W_l .
\label{eq:plain}
\end{equation}
At fixed $V_+-V_-$ the difference is $(V_+-V_-)/[2(2l+1)]$, largest for $l=1$ and vanishing as $l\to\infty$, where the two degeneracies become equal in ratio.

Equation~(\ref{eq:main}) uses only that $V_\pm$ commute with $X$, so it also holds for nonlocal radial operators. What fails is the separable shape. In the Kleinman--Bylander form each channel is $|\chi_\pm\rangle D_\pm\langle\chi_\pm|$, and its average $[(l+1)|\chi_+\rangle D_+\langle\chi_+|+l|\chi_-\rangle D_-\langle\chi_-|]/(2l+1)$ has rank two unless $\chi_+$ and $\chi_-$ are proportional. A single projector built from $\bar V_l$ has rank one and so cannot equal it in that case.

\section{Angular kernels and plane-wave elements}

Let $\mathbf n,\mathbf n'$ be unit vectors and $\mathcal P_l$ the Legendre polynomial of $t=\mathbf n\cdot\mathbf n'$. The addition theorem gives the kernel of $P_l$ as $\sum_mY_{lm}(\mathbf n)Y^*_{lm}(\mathbf n')=(2l+1)\mathcal P_l/4\pi$ times the unit spin matrix. The operator $\mathbf L=-i\,\mathbf r\times\nabla$ acts on the first argument. From $t=\mathbf r\cdot\mathbf n'/r$ one has $\nabla t=(\mathbf n'-t\,\mathbf n)/r$, the term along $\mathbf n$ drops out of the cross product, and $\mathbf L\,\mathcal P_l=-i\,(\mathbf n\times\mathbf n')\,\mathcal P_l'$ with $\mathcal P_l'=d\mathcal P_l/dt$. In Eq.~(\ref{eq:proj}) the factors $2l+1$ cancel:
\begin{align}
P_{l+}(\mathbf n,\mathbf n')&=\frac1{4\pi}\left[(l+1)\mathcal P_l-i\,\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n')\,\mathcal P_l'\right],\label{eq:kp}\\
P_{l-}(\mathbf n,\mathbf n')&=\frac1{4\pi}\left[l\,\mathcal P_l+i\,\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n')\,\mathcal P_l'\right].\label{eq:km}
\end{align}
The kernel of $\mathbf L\cdot\mathbf S\,P_l$ is $-i(2l+1)\,\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n')\mathcal P_l'/8\pi$. For plane waves $e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}i^lj_l(kr)Y_{lm}(\mathbf n)Y^*_{lm}(\hat{\mathbf k})$ and an atom at the origin, the phases $(-i)^l$ and $i^l$ cancel, and the sum $\sum_{mm'}Y_{lm}(\hat{\mathbf k})\langle m|\mathbf L\cdot\mathbf S|m'\rangle Y^*_{lm'}(\hat{\mathbf k}')$ is that kernel at $(\hat{\mathbf k},\hat{\mathbf k}')$. With $(4\pi)^2/8\pi=2\pi$,
\begin{equation}
\langle\mathbf k|W_l\,\mathbf L\cdot\mathbf S\,P_l|\mathbf k'\rangle=-2\pi i\,(2l+1)\,\boldsymbol\sigma\cdot(\hat{\mathbf k}\times\hat{\mathbf k}')\,\mathcal P_l'\int_0^\infty\! j_l(kr)W_l\,j_l(k'r)\,r^2dr ,
\end{equation}
to be divided by the cell volume for normalised waves. It vanishes for collinear $\mathbf k$ and $\mathbf k'$.

\section{The average potential does not give the average level}

Let $H_0=-\tfrac12\,d^2/dr^2+l(l+1)/2r^2+\bar V_l$ and let $\varepsilon(\lambda)$ be the lowest level of $H_0+\lambda W_l$, with the potentials held fixed (no self-consistent response). By Eq.~(\ref{eq:inv}), $\varepsilon_\pm=\varepsilon(\lambda_\pm)$. Expand $\varepsilon=\bar\varepsilon+\lambda\xi+\lambda^2\eta+\lambda^3\zeta+\dots$ and $u=u_0+\lambda u_1+\lambda^2u_2+\dots$, with real functions, $\langle u_0|u_0\rangle=1$ and $\langle u_0|u_k\rangle=0$ for $k>0$. Equal powers of $\lambda$ give
\begin{align}
(H_0-\bar\varepsilon)u_1&=(\xi-W)u_0,\label{eq:o1}\\
(H_0-\bar\varepsilon)u_2&=(\xi-W)u_1+\eta\,u_0,\label{eq:o2}\\
(H_0-\bar\varepsilon)u_3&=(\xi-W)u_2+\eta\,u_1+\zeta\,u_0 .
\end{align}
Projecting each on $u_0$ makes the left side vanish, so $\xi=\langle u_0|W|u_0\rangle$, $\eta=\langle u_0|W|u_1\rangle$ and $\zeta=\langle u_0|W|u_2\rangle$. Projecting Eq.~(\ref{eq:o1}) on the other eigenstates $\phi_n$ of $H_0$, with energies $e_n>\bar\varepsilon$ and the continuum included, gives $u_1=\sum_n\phi_nW_{n0}/(\bar\varepsilon-e_n)$ and
\begin{equation}
\eta=\sum_n\frac{W_{n0}^2}{\bar\varepsilon-e_n}\le0 .
\end{equation}
In $\zeta$, replace $Wu_0$ by $\xi u_0-(H_0-\bar\varepsilon)u_1$ from Eq.~(\ref{eq:o1}), move the Hermitian $H_0-\bar\varepsilon$ onto $u_2$ and use Eq.~(\ref{eq:o2}); the result is $\zeta=\langle u_1|W-\xi|u_1\rangle$.

The degeneracy-weighted mean of $\lambda^k$ is $\mathrm{Tr}(\mathbf L\cdot\mathbf S)^k/[2(2l+1)]$. It is $\langle\lambda\rangle=0$, then $\langle\lambda^2\rangle=l(l+1)/4$ from Eq.~(\ref{eq:rec}), and, after multiplying that equation by $\mathbf L\cdot\mathbf S$, $\langle\lambda^3\rangle=-\tfrac12\langle\lambda^2\rangle=-l(l+1)/8$. For the splitting, $\lambda_+-\lambda_-=(2l+1)/2$, $\lambda_+^2-\lambda_-^2=[l^2-(l+1)^2]/4=-(2l+1)/4$ and $\lambda_+^3-\lambda_-^3=[l^3+(l+1)^3]/8$. With $\varepsilon_{\rm av}=[(l+1)\varepsilon_++l\varepsilon_-]/(2l+1)$,
\begin{align}
\varepsilon_{\rm av}-\bar\varepsilon&=\tfrac14l(l+1)\,\eta-\tfrac18l(l+1)\,\zeta+O(W^4),\label{eq:av}\\
\varepsilon_+-\varepsilon_-&=\tfrac12(2l+1)\xi-\tfrac14(2l+1)\eta+\tfrac18[l^3+(l+1)^3]\zeta+O(W^4).\label{eq:split}
\end{align}
The sign of $\varepsilon_{\rm av}-\bar\varepsilon$ does not depend on the convergence of the series. Taking $u_0$ as a trial function gives $\varepsilon_\pm\le\bar\varepsilon+\lambda_\pm\xi$, and the weighted mean of these bounds is $\varepsilon_{\rm av}\le\bar\varepsilon$. The bound and the sign of $\eta$ hold for the lowest level of the channel; for a higher level some denominators are positive and neither is guaranteed.

\section{Building $V_\pm$ from the Dirac equation}

The radial equations for the large and small components $P,Q$ in a central potential $V_{\rm AE}$ are
\begin{align}
c\left(-Q'+\kappa Q/r\right)+V_{\rm AE}P&=\varepsilon P,\\
c\left(P'+\kappa P/r\right)+(V_{\rm AE}-2c^2)Q&=\varepsilon Q,\label{eq:d2}
\end{align}
with $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, so that $\kappa(\kappa+1)=l(l+1)$ and $\kappa+1=-x$. The second equation gives $Q=(P'+\kappa P/r)/2cM$ with $M=1+(\varepsilon-V_{\rm AE})/2c^2$. Insert this in the first, use $(-d/dr+\kappa/r)(P'+\kappa P/r)=-P''+\kappa(\kappa+1)P/r^2$ and $M'=-V_{\rm AE}'/2c^2$, and split $P'+\kappa P/r=(P'-P/r)-xP/r$:
\begin{equation}
\frac{-P''+l(l+1)P/r^2}{2M}-\frac{V_{\rm AE}'}{4c^2M^2}\Big(P'-\frac Pr\Big)+\frac{V_{\rm AE}'}{4c^2M^2r}\,xP+V_{\rm AE}P=\varepsilon P .
\label{eq:elim}
\end{equation}
With $x=2\lambda$ and $M\to1$ the third term is the Pauli coupling $(\alpha^2/2r)V_{\rm AE}'\,\mathbf L\cdot\mathbf S$. Outside a core radius $r_c$, where $\varepsilon-V_{\rm AE}$ and $V_{\rm AE}'$ are of order one, $P$ obeys the Schr\"odinger equation up to terms of order $\alpha^2$. Dropping them sets $V_+=V_-=V_{\rm AE}$ and $W_l=0$ for $r\ge r_c$.

Inside $r_c$ the Troullier--Martins form is $u=r^ae^{p}$, $a=l+1$, $p=\sum_{k=0}^6c_{2k}r^{2k}$. Since $u''/u=a(a-1)/r^2+2ap'/r+p''+p'^2$, inverting the Schr\"odinger equation at the Dirac level $\varepsilon_j$ gives
\begin{equation}
V_j=\varepsilon_j+\frac{a\,p'}r+\frac{p''+p'^2}2=\varepsilon_j+(2l+3)c_2+2\left[(2l+5)c_4+c_2^2\right]r^2+\dots
\label{eq:tm}
\end{equation}
Seven conditions fix the coefficients. The bracket is set to zero. The charge $\int_0^{r_c}u^2dr$ equals $\int_0^{r_c}(P^2+Q^2)dr$. At $r_c$, $p=\ln(|P|/r^a)$ and $p'=P'/P-a/r$, with $P'$ from Eq.~(\ref{eq:d2}). The last three follow from Eq.~(\ref{eq:tm}) with $V_j=V_{\rm AE}$ and from its first two derivatives:
\begin{align}
p''&=2(V_{\rm AE}-\varepsilon_j)-2ap'/r-p'^2,\\
p'''&=2V_{\rm AE}'+2ap'/r^2-2ap''/r-2p'p'',\\
p''''&=2V_{\rm AE}''-4ap'/r^3+4ap''/r^2-2ap'''/r-2p''^2-2p'p''' .
\end{align}
For a trial $c_2$ the five matching conditions are linear in $c_0,c_6,\dots,c_{12}$, and the charge condition is solved for the root $c_2$ of smallest magnitude.

\section{Worked example: the $6p$ shell of Pb}

The reference is a spherical Dirac--Kohn--Sham atom with a point nucleus and the non-relativistic LDA (Slater exchange, VWN5 correlation), the two $6p$ electrons shared by degeneracy as $2/3$ in $p_{1/2}$ and $4/3$ in $p_{3/2}$. It omits the Breit interaction, QED corrections, nuclear size and multiplet structure, and its levels are orbital energies, not measured terms. The grid corrections, estimated from two grids, are $-7\times10^{-6}$ and $3\times10^{-6}$~Ha. Five decimals are kept so that the orders of the series can be followed, not as physical accuracy. The potentials are screened, and the values are taken from the numerical output that follows this text or obtained from it by the arithmetic shown.

The Dirac levels are $-0.17713$~Ha ($6p_{1/2}$) and $-0.12178$~Ha ($6p_{3/2}$). With $r_c=2.80$~bohr the pseudo levels are $-0.17714$ and $-0.12178$~Ha, and the charges inside $r_c$, $0.4992$ and $0.3481$, agree with the Dirac ones to four decimals. At $r=1.5$~bohr, $V_-=-0.77665$ and $V_+=-0.40132$~Ha, and Eq.~(\ref{eq:result}) with $l=1$ gives
\begin{align}
\bar V_1&=\tfrac13\left[2(-0.40132)-0.77665\right]=-0.52643\ \text{Ha},\\
W_1&=\tfrac23\left(-0.40132+0.77665\right)=0.25022\ \text{Ha}.
\end{align}
At $0.5$, $1.0$ and $2.0$~bohr $W_1$ is $0.342$, $0.326$ and $0.107$~Ha. At the origin Eq.~(\ref{eq:tm}) gives $V_-=-0.1771+5(0.0069)=-0.143$ and $V_+=-0.1218+5(0.0987)=0.372$~Ha, so $W_1(0)\approx0.343$~Ha. The coupling is finite and flat there, by the zero-curvature condition, whereas the Pauli term of a point nucleus grows as $r^{-3}$.

The average potential has $\bar\varepsilon=-0.13684$~Ha, with $\xi=0.03311$, $\eta=-0.006370$ and $\zeta=0.000792$~Ha. Equation~(\ref{eq:split}) reads
\begin{equation}
\tfrac32\xi-\tfrac34\eta+\tfrac98\zeta=0.04966+0.00478+0.00089=0.05533\ \text{Ha},
\end{equation}
against the full $0.05535$~Ha $=1.506$~eV, which is also the Dirac value to these digits. First order alone gives $1.351$~eV, short by $10\%$ of the full splitting. The reason is the change of the orbital: since $\varepsilon(\lambda)=\langle u|H_0+\lambda W|u\rangle$ is stationary under changes of the normalised $u$, only the explicit $\lambda$ contributes to its derivative, so $\langle W\rangle_\lambda=d\varepsilon/d\lambda=\xi+2\lambda\eta+3\lambda^2\zeta+\dots$, which is about $0.048$~Ha at $\lambda_-=-1$ and $0.027$~Ha at $\lambda_+=\tfrac12$. The inner charges above rank the same way, the larger belonging to $j=\tfrac12$, and $W_1$ acts only inside $r_c$.

The weighted level is $\tfrac13[2(-0.12178)-0.17714]=-0.14023$~Ha. It lies $0.003394$~Ha $=0.092$~eV below $\bar\varepsilon$, the side required by the bound. Equation~(\ref{eq:av}) gives $\tfrac12\eta-\tfrac14\zeta=-0.003185-0.000198=-0.003383$~Ha, leaving $-0.00001$~Ha for higher orders. A test of $\bar V_1$ against the average Dirac level, at fixed screening and with this core radius, would thus show a $0.09$~eV difference in a correct code. The plain mean corresponds to $\lambda=-\tfrac14$ by Eq.~(\ref{eq:plain}), and $-\tfrac14\xi+\tfrac1{16}\eta=-0.00828-0.00040=-0.00868$~Ha accounts for its computed shift of $-0.00869$~Ha.

The Pauli term evaluated with $\bar V_1$ and $u_0$ is $7.2\times10^{-7}$~Ha, about $4.6\times10^4$ times smaller than $\xi$. The region $r>r_c$ alone gives $7.4\times10^{-7}$~Ha, so the interior adds only about $-2\times10^{-8}$~Ha. There $\bar V_1$ falls from $0.18$~Ha at $0.5$~bohr to $-0.85$~Ha at $2.0$~bohr and rises to $-0.46$~Ha at $r_c$, its slope changes sign and the contributions partly cancel, so the ratio is meaningful as an order of magnitude only. The outer value also estimates the coupling dropped by setting $W_1=0$ beyond $r_c$, about $\tfrac32(7.4\times10^{-7})\approx1\times10^{-6}$~Ha in the splitting. In Eq.~(\ref{eq:elim}) $x$ enters through the third term only, and its outer part is this small, so the Dirac splitting is produced inside $r_c$. It reaches the pseudopotential through the different levels, logarithmic derivatives and inner charges of the two $j$ channels.

An implementation can be checked in the same order as here. The projectors, Eq.~(\ref{eq:main}), the traces and the moments of $\lambda$ agree with projectors summed from Clebsch--Gordan vectors to $4\times10^{-15}$ for $l=0$ to $4$. The spinors (\ref{eq:omega}) under the differential operator $\boldsymbol\sigma\cdot\mathbf L$, and the kernels (\ref{eq:kp})--(\ref{eq:km}) against explicit sums over $m$, agree to rounding error for $l=1$ to $3$. The full spectrum of the six-component operator $H_0+W_1\mathbf L\cdot\mathbf S$ matches the two separate $j$ spectra, with multiplicities $2$ and $4$, to $1\times10^{-12}$~Ha on a common grid. The coefficients $\xi$ and $\eta$ were tested against finite differences of $\varepsilon(\lambda)$, and the $\eta$ terms of Eqs.~(\ref{eq:av}) and (\ref{eq:split}) against levels computed with $W_1$ scaled by $0.1$. At that scale the $\zeta$ terms are only $0.6\%$ and $1.9\%$ of the $\eta$ terms, inside the tolerances of $1\%$ and $2\%$, so their support is the agreement at full strength shown above, where they bring the residuals down to $1\times10^{-5}$ and $2\times10^{-5}$~Ha.

\section*{Computed values}
\begin{verbatim}
max error, matrix identities l=0..4: 3.6e-15
max error, spinor harmonics / kernels l=1..3: 2.5e-16 / 3.5e-17
max relative error, hydrogen-like Z=82 Dirac levels n<=6: 2.2e-05
Dirac-LDA 6s level: -0.4508 Ha
Dirac-LDA 6p1/2 level: -0.17713 Ha, grid correction estimate -7.3e-06 Ha
Dirac-LDA 6p3/2 level: -0.12178 Ha, grid correction estimate 2.8e-06 Ha
core radius rc: 2.7993 bohr; V_AE(rc): -0.45715 Ha
r/bohr   V1/2   V3/2   Vbar   W   (Ha)
0.5  -0.15951  0.35397  0.18281  0.34232
1.0  -0.34936  0.13980  -0.02326  0.32610
1.5  -0.77665  -0.40132  -0.52643  0.25022
2.0  -0.96209  -0.80098  -0.85468  0.10741
six-component vs separate j spectra, max difference: 9.9e-13 Ha
6p1/2: c2 = 0.0069 bohr^-2, pseudo level -0.17714 Ha
6p1/2: charge inside rc, Dirac 0.4992, pseudo 0.4992
6p3/2: c2 = 0.0987 bohr^-2, pseudo level -0.12178 Ha
6p3/2: charge inside rc, Dirac 0.3481, pseudo 0.3481
level of Vbar e0: -0.13684 Ha
xi: 0.03311 Ha; eta: -0.006370 Ha; zeta: 0.000792 Ha
6p1/2 orders 1,2,3, full: -0.16995 -0.17632 -0.17711 -0.17714 Ha
6p3/2 orders 1,2,3, full: -0.12029 -0.12188 -0.12178 -0.12178 Ha
splitting orders 1,2,3, full: 0.04966 0.05444 0.05533 0.05535 Ha
splitting order 1: 1.351 eV; full: 1.506 eV
Dirac-LDA splitting: 0.05535 Ha = 1.506 eV
weighted level average: -0.14023 Ha
average - e0: -0.003394 Ha = -0.0923 eV
  order 2: -0.003185 Ha; orders 2+3: -0.003383 Ha
plain-mean level - e0: -0.00869 Ha; -xi/4: -0.00828 Ha
Pauli term of Vbar, all r: 7.21e-07 Ha; r > rc only: 7.42e-07 Ha
xi / |Pauli term of Vbar|: 45905
\end{verbatim}
